# Optical Depth of a Tin Line from a Peak Ratio: verification in Python

```python
"""
Result under test: two spectral lines from one uniform layer, with equal source
functions and line-centre optical depths 3t and t, have peak intensities in
ratio R = 1 + x + x^2 with x = exp(-t). Hence R = 2 gives t = ln((1+sqrt 5)/2).
Symbols: t = optical depth of the weaker line, S = source function (unit 1),
R = strong peak / weak peak. The reference side integrates the transfer
equation dI/dz = kappa (S - I) numerically and finds roots of its output.
All plasma and instrument parameters are round, roughly typical model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

thickness_mm = 1.0
temperature_eV = 1.5
weak_nm, strong_nm = 556.0, 559.0
line_fwhm_nm = 0.2
instrument_fwhm_nm = 0.05
source_drop = 0.30
continuum_depth = 0.02
depth_ratio = 3.0
measured_ratio = 2.0


def uniform(u):
    return 1.0


def transfer(depth, source=uniform, absorber_shape=uniform):
    """Emergent intensity; u = z/thickness, absorber_shape has mean 1."""
    def slope(z, intensity):
        u = z / thickness_mm
        kappa = depth / thickness_mm * absorber_shape(u)
        return kappa * (source(u) - intensity)
    run = solve_ivp(slope, (0.0, thickness_mm), [0.0], method="DOP853",
                    rtol=1e-10, atol=1e-13)
    assert run.success
    return run.y[0, -1]


def transfer_ratio(t, ratio=depth_ratio):
    return transfer(ratio * t) / transfer(t)


def depth_by_root(R, ratio=depth_ratio):
    return brentq(lambda t: transfer_ratio(t, ratio) - R, 0.01, 8.0, xtol=1e-11)


def depth_by_formula(R):
    return -np.log((np.sqrt(4 * R - 3) - 1) / 2)


# Emergent intensity, also with absorbers crowded towards one side
for depth in (0.1, 0.5, 1.5, 4.0):
    expected = 1 - np.exp(-depth)
    assert abs(transfer(depth) - expected) < 1e-8
    crowded = transfer(depth, absorber_shape=lambda u: 2 * u)
    assert abs(crowded - expected) < 1e-8

# The ratio falls steadily between its thin and thick limits
ratios = np.array([transfer_ratio(t) for t in np.geomspace(1e-3, 12, 25)])
assert np.all(np.diff(ratios) < 0)
assert abs(ratios[0] - 3) < 0.01 and abs(ratios[-1] - 1) < 1e-4

# Inversion formula against roots of the integrated transfer equation
for R in (1.2, 1.5, 2.0, 2.5, 2.9):
    assert abs(depth_by_root(R) - depth_by_formula(R)) < 1e-6

t_weak = depth_by_root(measured_ratio)
t_strong = depth_ratio * t_weak
assert abs(t_weak - np.log((1 + np.sqrt(5)) / 2)) < 1e-7
assert round(t_weak, 2) == 0.48

# Sensitivity: central difference of roots against the derivative formula
x = np.exp(-t_weak)
sensitivity = -1 / (x + 2 * x**2)
difference = (depth_by_root(2.01) - depth_by_root(1.99)) / 0.02
assert abs(difference - sensitivity) < 1e-3

peak_weak, peak_strong = transfer(t_weak), transfer(t_strong)

# Neglected effects: true depths stay fixed, the observed ratio changes
def planck_per_wavelength(wavelength_nm):
    wavelength = wavelength_nm * 1e-9
    photon_eV = const.h * const.c / wavelength / const.e
    return (2 * const.h * const.c**2 / wavelength**5
            / np.expm1(photon_eV / temperature_eV))


planck_ratio = planck_per_wavelength(strong_nm) / planck_per_wavelength(weak_nm)
half_width = line_fwhm_nm / 2
sigma = instrument_fwhm_nm / (2 * np.sqrt(2 * np.log(2)))


def blurred_peak(depth):
    def integrand(offset):
        line = -np.expm1(-depth / (1 + (offset / half_width)**2))
        return line * np.exp(-offset**2 / (2 * sigma**2))
    area = quad(integrand, -8 * sigma, 8 * sigma, epsabs=1e-12)[0]
    return area / (sigma * np.sqrt(2 * np.pi))


def line_area(depth):
    """Area of the emergent line in units of S times the half width."""
    return quad(lambda y: -np.expm1(-depth / (1 + y**2)), -np.inf, np.inf)[0]


blur_weak, blur_strong = blurred_peak(t_weak), blurred_peak(t_strong)
falling = lambda u: 1 - source_drop * u
wing = 1 / (1 + ((strong_nm - weak_nm) / half_width)**2)
observed = {
    "unequal Planck source functions": measured_ratio * planck_ratio,
    "instrumental blur": blur_strong / blur_weak,
    "source falling to observer": (transfer(t_strong, falling)
                                   / transfer(t_weak, falling)),
    "unsubtracted continuum": (transfer(t_strong + continuum_depth)
                               / transfer(t_weak + continuum_depth)),
    "overlap of line wings": (transfer(t_strong + wing * t_weak)
                              / transfer(t_weak + wing * t_strong)),
    "areas used instead of peaks": line_area(t_strong) / line_area(t_weak),
}
# Blur lowers the flat-topped strong line less; a cool front lowers it more
assert 1 - blur_strong / peak_strong < 1 - blur_weak / peak_weak
assert observed["instrumental blur"] > 2
assert observed["source falling to observer"] < 2
assert observed["areas used instead of peaks"] > 2

print("INPUTS (round model values)")
print(f"layer thickness: {thickness_mm:.1f} mm")
print(f"temperature: {temperature_eV:.1f} eV")
print(f"weak and strong line: {weak_nm:.0f} and {strong_nm:.0f} nm")
print(f"line full width: {line_fwhm_nm:.2f} nm")
print(f"instrument full width: {instrument_fwhm_nm:.2f} nm")
print(f"depth ratio, peak ratio: {depth_ratio:.1f}, {measured_ratio:.1f}")
print("RESULT")
print(f"x = exp(-t): {x:.4f}")
print(f"optical depth, weak line: {t_weak:.4f}")
print(f"optical depth, strong line: {t_strong:.4f}")
print(f"absorption coefficient, weak: {t_weak / thickness_mm:.3f} 1/mm")
print(f"absorption coefficient, strong: {t_strong / thickness_mm:.3f} 1/mm")
print(f"peak intensity, weak: {peak_weak:.4f} S")
print(f"peak intensity, strong: {peak_strong:.4f} S")
print(f"peak / thin estimate, weak: {peak_weak / t_weak:.3f}")
print(f"peak / thin estimate, strong: {peak_strong / t_strong:.3f}")
print("SENSITIVITY")
print(f"dt/dR at R = 2: {sensitivity:.4f}")
for R in (0.95 * measured_ratio, 1.05 * measured_ratio):
    print(f"weak depth if R = {R:.2f}: {depth_by_formula(R):.3f}")
for q in (0.9 * depth_ratio, 1.1 * depth_ratio):
    t_q = depth_by_root(measured_ratio, q)
    print(f"weak depth if depth ratio = {q:.1f}: {t_q:.3f}")
print("NEGLECTED EFFECTS (true weak depth unchanged)")
print(f"Planck ratio strong/weak: {planck_ratio:.4f}")
print(f"blur loss of peak, weak: {100 * (1 - blur_weak / peak_weak):.2f} %")
print(f"blur loss of peak, strong: {100 * (1 - blur_strong / peak_strong):.2f} %")
print(f"source drop towards observer: {100 * source_drop:.0f} %")
print(f"continuum optical depth: {continuum_depth:.2f}")
print(f"relative wing height at neighbour: {wing:.5f}")
for name, R in observed.items():
    print(f"{name}: R = {R:.3f}, inferred depth = {depth_by_formula(R):.3f}")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (round model values)
layer thickness: 1.0 mm
temperature: 1.5 eV
weak and strong line: 556 and 559 nm
line full width: 0.20 nm
instrument full width: 0.05 nm
depth ratio, peak ratio: 3.0, 2.0
RESULT
x = exp(-t): 0.6180
optical depth, weak line: 0.4812
optical depth, strong line: 1.4436
absorption coefficient, weak: 0.481 1/mm
absorption coefficient, strong: 1.444 1/mm
peak intensity, weak: 0.3820 S
peak intensity, strong: 0.7639 S
peak / thin estimate, weak: 0.794
peak / thin estimate, strong: 0.529
SENSITIVITY
dt/dR at R = 2: -0.7236
weak depth if R = 1.90: 0.558
weak depth if R = 2.10: 0.413
weak depth if depth ratio = 2.7: 0.402
weak depth if depth ratio = 3.3: 0.535
NEGLECTED EFFECTS (true weak depth unchanged)
Planck ratio strong/weak: 0.9836
blur loss of peak, weak: 3.20 %
blur loss of peak, strong: 1.93 %
source drop towards observer: 30 %
continuum optical depth: 0.02
relative wing height at neighbour: 0.00111
unequal Planck source functions: R = 1.967, inferred depth = 0.505
instrumental blur: R = 2.026, inferred depth = 0.463
source falling to observer: R = 1.945, inferred depth = 0.522
unsubtracted continuum: R = 1.950, inferred depth = 0.519
overlap of line wings: R = 1.995, inferred depth = 0.485
areas used instead of peaks: R = 2.481, inferred depth = 0.204
finished without a failed check
```
